Length-Extensional Vibration and k31 of a Thin Transversely Poled Bar, part 1

(Sections cited here and not found follow in the second part.)

## I. From the constitutive law to resonance and antiresonance

A piezoelectric bar has length l along axis 1, width w along axis 2 and thickness h along axis 3. It is poled along axis 3, and its two large faces, normal to that axis, are fully covered by electrodes. The coordinate x runs along the length from −l/2 to l/2, and u(x,t) is the displacement along x at time t. The strain is S₁ = ∂u/∂x, the stress T₁ is positive in tension, and E₃ and D₃ are the electric field and electric displacement along the poling axis.

The material constants are the compliance s = s₁₁ᴱ at constant field, the piezoelectric coefficient d = d₃₁, the permittivity ε = ε₃₃ᵀ at constant stress, and the density ρ. The coupling factor k = k₃₁ is defined by

k² = d²/(sε). (1)

The material is linear and, in this half, lossless. The electrodes add neither mass nor stiffness, and all surfaces of the bar are free of traction.

The voltage V is the potential of the electrode on the low-x₃ face minus that of the other, so that a uniform field is E₃ = V/h. The free charge on the first electrode is the integral of +D₃ over its area, and the current I = dQ/dt flows into it. Harmonic quantities carry the factor exp(iωt), with ω = 2πf. The admittance is therefore Y = I/V = iωQ/V, and a plain capacitor has Y = iωC with C positive.

**The thin-bar assumption.** The length is much greater than the width and the thickness. On the free long sides the lateral stresses vanish. Inside the bar they could be nonzero only as far as they are needed to accelerate the material sideways. The lateral displacement is of order νS₁w, where ν is a Poisson ratio, so this stress is of order ρω²νS₁w². Compared with T₁, which is of order S₁/s, it is smaller by a factor of order ρsω²w². At the lowest resonance that factor will turn out to be of order (w/l)². To leading order in the slenderness, T₁ is then the one stress component left, and

S₁ = sT₁ + dE₃, (2)

D₃ = dT₁ + εE₃. (3)

The constants at constant field and at constant stress appear because T₁ and E₃ are the independent variables.

The coupling factor cannot take any value. The stored energy per volume is half of S₁T₁ + D₃E₃, which by (2) and (3) is

U = ½sT₁² + dT₁E₃ + ½εE₃².

A stable material has U > 0 for every nonzero pair T₁, E₃. This requires s > 0, ε > 0 and d² < sε. Hence 0 ≤ k² < 1, and k > 0 when d is not zero. Stability under lateral stress as well sets a tighter bound for a poled ceramic, k² < (1 − ν)/2 with ν = −s₁₂ᴱ/s. The thin-bar equations do not contain ν and can be solved for any k below one.

**The field along the bar.** Each electrode is an equipotential. The integral of E₃ through the thickness therefore equals V at every x. In a poled ceramic T₁ produces no electric displacement along the length, and the lengthwise field vanishes on the electrodes and is negligible between them in a thin bar. With no free charge inside, D₃ is then constant through the thickness. Since T₁ is constant through the thickness as well, (3) makes E₃ constant there too. The result is

E₃ = V/h, independent of x. (4)

D₃ is not independent of x, because T₁ is not. Charge can move along the electrodes to accommodate this variation.

**The wave equation.** Newton's law for a slice of the bar is

ρ ∂²u/∂t² = ∂T₁/∂x. (5)

Equation (2), solved for the stress, reads

T₁ = (∂u/∂x − dE₃)/s. (6)

When (6) is differentiated with respect to x, the field term drops out because of (4). Equation (5) becomes

ρ ∂²u/∂t² = (1/s) ∂²u/∂x². (7)

This is a wave equation with speed

v = 1/√(ρs). (8)

The compliance at constant field governs the wave at every frequency, whatever is connected to the electrodes. The external circuit enters through the ends of the bar, where the field acts as a source.

For harmonic motion (7) gives d²u/dx² = −q²u with q = ω/v. Its general solution is

u = A sin(qx) + B cos(qx), (9)

du/dx = qA cos(qx) − qB sin(qx).

The ends are free, so T₁ = 0 at x = ±l/2. By (6) this means du/dx = dE₃ there. With the abbreviation

X = ql/2 = ωl/(2v), (10)

the two end conditions are

at x = +l/2: qA cos X − qB sin X = dE₃,

at x = −l/2: qA cos X + qB sin X = dE₃.

Their difference gives B sin X = 0. Unless sin X vanishes, B = 0. The exceptional solutions, with X = π, 2π and so on, are free vibrations in which both ends move by the same amount in the same direction. The bar as a whole is not lengthened, and it will be seen below that such a motion sends no net charge to the electrodes. A uniform field does not drive it, and it is left out. The sum of the two conditions gives

A = dE₃/(q cos X). (11)

The driven motion and its stress are therefore

u = (dE₃/q) sin(qx)/cos X, (12)

T₁ = (dE₃/s)[cos(qx)/cos X − 1]. (13)

The second line follows from du/dx = dE₃ cos(qx)/cos X and (6). As the frequency goes to zero, both cosines go to one. The stress vanishes and the strain becomes dE₃, which is the free piezoelectric strain. At finite frequency the inertia of the bar prevents the strain from being uniform, and stress appears. It vanishes at the ends and, near the lowest resonance, is largest in the middle.

**The charge.** Inserting (6) in (3) expresses D₃ by strain and field:

D₃ = (d/s)(S₁ − dE₃) + εE₃ = (d/s)S₁ + ε(1 − k²)E₃. (14)

The last step uses d²/s = εk², from (1). The integral of S₁ over the length is the total elongation, L₁ = u(l/2) − u(−l/2). The charge on the electrode is thus

Q = w ∫ D₃ dx = w[(d/s)L₁ + ε(1 − k²)E₃l]. (15)

The terminals sense the motion through the elongation alone, which is why a motion with L₁ = 0 is electrically silent. From (12),

L₁ = 2(dE₃/q) tan X = dE₃ l (tan X)/X, (16)

because 2/q = l/X by (10). Substitution in (15), again with d²/s = εk², yields

Q = εwlE₃[1 − k² + k²(tan X)/X].

With E₃ = V/h and Y = iωQ/V the admittance is

Y = iωC F(X), C = εwl/h, (17)

F(X) = 1 − k² + k²(tan X)/X. (18)

Two limits support this expression. At low frequency (tan X)/X goes to one, so F = 1 and the bar is a capacitor with the permittivity at constant stress, as it must be when it deforms freely. If instead the length were held fixed, S₁ = 0 in (14) would give D₃ = ε(1 − k²)E₃ and the capacitance C(1 − k²). Equation (18) returns this value at X = π, where the elongation vanishes. The material is then clamped on average along its length, while its sides remain free.

**Resonance.** The resonance frequency fr is defined as the lowest frequency at which the admittance is infinite. Since F is finite for 0 ≤ X < π/2 and diverges at X = π/2, equation (10) gives 2πfr l/(2v) = π/2, or

fr = v/(2l) = 1/[2l√(ρs)]. (19)

The bar is half a wavelength long. An infinite admittance means that the motion persists at zero voltage, so this is a free vibration of the bar with short-circuited electrodes. The coupling factor does not enter. Since X is proportional to frequency,

X = (π/2) f/fr. (20)

**Antiresonance.** The antiresonance frequency fa is the next frequency at which the admittance vanishes. To see where it lies, note that

d/dX[(tan X)/X] = (X − sin X cos X)/(X² cos²X). (21)

The numerator equals ½(2X − sin 2X), which is positive for X > 0. F therefore rises on every interval free of poles. Between X = 0 and π/2 it rises from 1 to infinity and has no zero. Just above π/2 it starts from minus infinity, and at X = π it has reached 1 − k² > 0. There is one zero between, and so fr < fa < 2fr.

At this zero, with X = Xa, equation (18) gives k²(tan Xa)/Xa = −(1 − k²). Multiplication by Xa/[(1 − k²) tan Xa] leads to

k²/(1 − k²) = −Xa cot Xa. (22)

By (20), Xa = (π/2)fa/fr. It is convenient to measure it from the resonance:

Xa = π/2 + δ, δ = (π/2)(fa − fr)/fr. (23)

Since cos(π/2 + δ) = −sin δ and sin(π/2 + δ) = cos δ, one has cot Xa = −tan δ. The two minus signs cancel, and (22) becomes

k₃₁²/(1 − k₃₁²) = (π/2)(fa/fr) tan[(π/2)(fa − fr)/fr]. (24)

This is the required relation. With r denoting its right side, the coupling factor follows from k² = r/(1 + r).

The inversion is unique. The derivative of −X cot X is

−cot X + X/sin²X = (X − sin X cos X)/sin²X, (25)

which is positive for the same reason as (21). As Xa goes from π/2 to π, the right side of (22) rises steadily from zero to infinity, while k² goes from zero to one. Weak coupling brings fa down to fr, and k approaching one drives fa towards 2fr. The second limit is formal, since the bound on k keeps a poled ceramic with positive ν away from it.

Equation (16) shows what happens physically. Below fr the elongation follows the free strain dE₃ in phase. Above fr, up to X = π, tan X is negative and the elongation opposes it. The charge released by the motion then opposes the charge of the clamped capacitor, and at fa the two cancel in (15). The total charge is zero, but D₃ is not zero at each point. Charge flows back and forth along the electrodes between the middle and the ends.

This distinction has a measurable consequence. Suppose the electrodes were cut into many short, isolated pieces, so that D₃ = 0 locally. Equation (3) would give E₃ = −dT₁/ε, and (2) would become S₁ = s(1 − k²)T₁. The lowest frequency would be raised to fr/√(1 − k²). For k² = 0.12 this is 1.066 fr, whereas (24) gives fa = 1.052 fr for continuous electrodes.

**A check without trigonometric solutions.** The same problem can be stated through the Lagrangian per unit cross-section,

L = ∫ [½ρ(∂u/∂t)² − S₁²/(2s) + (d/s)S₁E₃ + ½ε(1 − k²)E₃²] dx. (26)

Its variation with respect to u gives (5) with the stress (6), together with free ends. Its derivative with respect to E₃ is Q/w, as (15) shows. If u is expanded in Legendre polynomials up to degree 20, the condition E₃ = 0 gives a matrix eigenvalue problem for fr, and the condition Q = 0 gives another for fa.

This was done for k = 0.05, 0.2, 0.5, 0.8 and 0.95 by changing d, with s, ε, ρ and l fixed. Equation (24), applied to the computed frequencies, returned the coupling factors with a largest relative error of 2.5 × 10⁻¹². The driven problem was also solved at 0.3, 0.9, 1.03, 1.4, 2.5 and 3.2 times fr, for k² = 0.12. The admittance agreed with (17) within a relative 10⁻⁶, and the stress agreed with (13) within 10⁻⁶ of its largest value.

## II. Use of the relation, an example and its limits

The bar has length l, width w and thickness h, with constants s = s₁₁ᴱ, d = d₃₁, ε = ε₃₃ᵀ and density ρ. The variable X = (π/2)f/fr measures frequency. The first half found the admittance Y = iωC[1 − k² + k²(tan X)/X], with C = εwl/h and k² = d²/(sε). Its first pole is fr = v/(2l), with v = 1/√(ρs), and its next zero fa, at X = Xa, obeys (24). The ratio k²/(1 − k²) is called r below, and the relative splitting is

Δ = (fa − fr)/fr. (27)

**Small splitting.** In terms of Δ, (24) reads r = (π/2)(1 + Δ) tan(πΔ/2). The tangent differs from its argument only in third order, so

r = (π²/4)(Δ + Δ²) + terms of order Δ³.

From k² = r/(1 + r) = r − r² + … it follows that

k² = (π²/4)Δ[1 − (π²/4 − 1)Δ + …]. (28)

The leading term, k² ≈ (π²/4)Δ, overestimates k² by a relative amount of about 1.47Δ, and k by half of that.

The same algebra tells how errors propagate. Differentiating k² = r/(1 + r) gives dk²/dr = 1/(1 + r)². Division by k² and the identity 1/(1 + r) = 1 − k² lead to dk²/k² = (1 − k²)dr/r. Since r is proportional to Δ at leading order,

dk/k ≈ ½(1 − k²) dΔ/Δ. (29)

The coupling factor rests on a small difference of two frequencies. An influence that scales both by the same factor leaves Δ and k unchanged. One that moves them unequally is magnified by 1/Δ.

**Higher pairs.** The admittance has further poles at X = (2n − 1)π/2, that is, at odd multiples of fr. Equation (22) holds at every zero, but the zero must now be measured from its own pole. Since the cotangent has period π,

r = Xa tan[Xa − (2n − 1)π/2], Xa = (π/2)fa,n/fr. (30)

Here fa,n is the zero that follows the nth pole, and fr is still the fundamental. Equation (24) is the case n = 1. If the second pair is put into (24) as though it were the first, both Xa and the argument of the tangent are divided by three. For a small argument the right side is then about r/9 instead of r.

For a thin, lossless bar, the coupling factor now follows uniquely from fr and fa through (24), with a small-splitting approximation, an error estimate and an extension to higher pairs. What remains is a worked example and the effects of finite width, losses, stray capacitance, electrodes and drive level.
